# The Infinite-Cylinder Coulomb Kernel and the Logarithm of a Neutral Wire, part 2

A plane-wave calculation repeats a nanowire laterally as well as along its axis \(z\). To remove the interaction between lateral copies, the Coulomb interaction is cut off at lateral distance \(R\) between two charges. The kernel \(v\) is then infinite at zero axial wavevector. We seek finite values to enter there, and suitable sizes for \(R\) and the lateral cell.

Hartree atomic units are used. Lateral position is \(\boldsymbol\rho\), with \(\rho=|\boldsymbol\rho|\). The lateral wavevector \(\mathbf g\) has magnitude \(g\), the axial one magnitude \(q\). For \(q>0\),

\[
\boxed{
v(g,q)=\frac{4\pi}{g^2+q^2}
\Big[1+gR\,J_1(gR)K_0(qR)-qR\,J_0(gR)K_1(qR)\Big]}
\tag{13}
\]

This is the transform of the lateral interaction \(2K_0(q\rho)\) inside the disc \(\rho<R\). With \(\mathcal L=-\ln(x/2)-\gamma\) and Euler's constant \(\gamma\approx0.5772\),

\[
K_0(x)=\mathcal L+\frac{x^2}{4}(\mathcal L+1)+O(x^4\ln x).
\tag{16}
\]

For an arbitrary reference length \(\ell\),

\[
\Lambda(q)=\ln\frac{2}{q\ell}-\gamma .
\tag{19}
\]

For \(\ell=1\) bohr and \(q=10^{-4}\) bohr\(^{-1}\), \(\Lambda=9.32627\). As \(q\to0\), with a remainder small uniformly in \(g\),

\[
v(g,q)=2\Lambda(q)\,S(g)+v_0(g)+o(1),
\qquad S(g)=\frac{2\pi R\,J_1(gR)}{g},
\tag{21}
\]

\[
v_0(g)=\frac{4\pi}{g^2}
\Big[1-J_0(gR)-gR\,\ln\frac R\ell\,J_1(gR)\Big].
\tag{22}
\]

Here \(S\) and \(v_0\) are the transforms of 1 and \(-2\ln(\rho/\ell)\) in the disc.

The axially averaged total charge density \(n(\boldsymbol\rho)\), ions positive, is square integrable. It has transform \(n(\mathbf g)\) and charge per length \(\lambda=n(\mathbf g=0)\). To approach the limit, it is modulated by \(\sqrt2\cos(qz)\). For lateral translations \(\mathbf T\), cell area \(A\), unit step \(\theta\) and \(d_{\mathbf T}=|\boldsymbol\rho-\boldsymbol\rho'-\mathbf T|\), the energy per axial length of one cell is

\[
W(q)=\frac12\int d^2\rho\int d^2\rho'\,n(\boldsymbol\rho)n(\boldsymbol\rho')
\sum_{\mathbf T}2K_0(q d_{\mathbf T})\,\theta(R-d_{\mathbf T}),
\tag{27}
\]

\[
\sum_{\mathbf T}2K_0(qd_{\mathbf T})\theta(R-d_{\mathbf T})
=\frac1A\sum_{\mathbf g}v(g,q)\,e^{i\mathbf g\cdot(\boldsymbol\rho-\boldsymbol\rho')},
\tag{28}
\]

\[
W(q)=\frac1{2A}\sum_{\mathbf g}|n(\mathbf g)|^2\,v(g,q).
\tag{29}
\]

### Where the logarithm goes

Because the remainder in (21) is small uniformly in \(g\) and \(\sum|n(\mathbf g)|^2\) is finite, we may insert (21) into (29) term by term:

\[
W(q)=C\,\Lambda(q)+\frac1{2A}\sum_{\mathbf g}|n(\mathbf g)|^2v_0(g)+o(1),
\qquad
C=\frac1A\sum_{\mathbf g}|n(\mathbf g)|^2S(g).
\tag{30}
\]

The 2 in \(2\Lambda\) has cancelled the \(\tfrac12\) in (29). Neutrality sets \(n(\mathbf g=0)=0\) and removes one term of \(C\). The others are in general nonzero. Their sum is easiest to find in real space, by reading (28) backwards for the unit disc:

\[
C=\int d^2\rho\int d^2\rho'\,n(\boldsymbol\rho)n(\boldsymbol\rho')
\sum_{\mathbf T}\theta(R-d_{\mathbf T}).
\tag{31}
\]

This is a count of pairs closer than \(R\), weighted by the product of their charges, with lateral images included.

Suppose that the lateral distance between any two points of the wire that carry charge is at most \(D\), and let \(L\) be the length of the shortest lateral translation. For \(\mathbf T=0\) the distance is at most \(D\). For \(\mathbf T\neq0\) the triangle inequality makes it at least \(L-D\). If

\[
D<R<L-D ,
\tag{32}
\]

then each pair inside the wire is counted once and no image is counted. The sum in (31) equals one for all pairs, and

\[
C=\int d^2\rho\,n(\boldsymbol\rho)\int d^2\rho'\,n(\boldsymbol\rho')=\lambda^2 .
\tag{33}
\]

The logarithm cancels for \(\lambda=0\). The divergence of the kernel is a constant added to the interaction of all pairs within \(R\), and a constant interaction does no work on a neutral system, provided that every pair feels it. Condition (32) is that provision. It can be met if \(L>2D\), and \(R=L/2\) makes the margins on its two sides equal.

Under (32) the truncation also does what it was introduced for: at each \(q>0\), (27) contains the full interaction \(2K_0\) within the wire and none with the images. The finite part of (30) is then that of an isolated wire,

\[
W_0=-\int d^2\rho\int d^2\rho'\,n(\boldsymbol\rho)n(\boldsymbol\rho')
\ln\frac{|\boldsymbol\rho-\boldsymbol\rho'|}{\ell}.
\tag{34}
\]

### The choice of reference length

Replacing \(\ell_1\) by \(\ell_2\) adds \(\ln(\ell_2/\ell_1)\) to the interaction of every pair in (34), so

\[
W_0(\ell_2)-W_0(\ell_1)=\lambda^2\ln\frac{\ell_2}{\ell_1}.
\tag{35}
\]

A neutral wire does not depend on \(\ell\). One may set \(\ell=R\), which reduces the row with zero axial wavevector to

\[
v_0(g)=\frac{4\pi}{g^2}\big[1-J_0(gR)\big],\qquad v_0(0)=\pi R^2 .
\tag{36}
\]

For the electrostatic energy of the neutral total density, these are numbers that can be entered in the table in place of the infinite ones. They do not settle terms built from a density with net charge, such as exchange pair densities or a charged defect. For a charge \(Q\) in an axial period \(L_z\), (35) with \(\lambda=Q/L_z\) leaves a dependence \(Q^2\ln(\ell_2/\ell_1)/L_z\) in the energy per period, and the logarithm at small \(q\) needs a separate treatment. The same \(\ell\) should serve all parts of the energy. Let the ions carry \(\lambda_i\) per length and the electrons \(-\lambda_i\), and let the electron–electron, ion–ion and electron–ion terms be computed with \(\ell_{ee}\), \(\ell_{ii}\) and \(\ell_{ei}\). By the same argument as for (35), the reference lengths contribute

\[
\lambda_i^2\big(\ln\ell_{ee}+\ln\ell_{ii}-2\ln\ell_{ei}\big)
=\lambda_i^2\ln\frac{\ell_{ee}\ell_{ii}}{\ell_{ei}^2},
\tag{37}
\]

where the minus sign comes from the opposite charges and the 2 from the two orders of the mixed pair. The sum vanishes for equal lengths. Unless \(\ell_{ee}\ell_{ii}=\ell_{ei}^2\), the energy per length contains a spurious term that grows with the square of the ionic charge.

### The potential

The potential at a point \(\boldsymbol\rho\) in the cell follows in the same way. Its divergent part is

\[
\varphi_{\rm div}(\boldsymbol\rho)=2\Lambda(q)\int d^2\rho'\,n(\boldsymbol\rho')
\sum_{\mathbf T}\theta(R-d_{\mathbf T}).
\tag{38}
\]

It equals \(2\Lambda\lambda\), and vanishes for a neutral wire, at points that lie closer than \(R\) to all of the wire and farther than \(R\) from all of its images. Points inside the wire satisfy this under (32). A point in the vacuum may have only part of the wire within its disc, and there the divergent part need not vanish. The finite row \(v_0\) gives a finite number at such a point, but not in general the potential of the isolated wire. A vacuum potential should be read off where the disc still holds the whole wire and no part of an image.

Where the potential is correct, its zero is fixed. Far from an isolated neutral wire, expansion of the logarithm to first order in \(\boldsymbol\rho'\) gives

\[
\varphi(\boldsymbol\rho)=-2\int d^2\rho'\,n(\boldsymbol\rho')
\ln\frac{|\boldsymbol\rho-\boldsymbol\rho'|}{\ell}
\approx\frac{2\,\mathbf p\cdot\boldsymbol\rho}{\rho^2},
\qquad \mathbf p=\int d^2\rho\,\boldsymbol\rho\,n(\boldsymbol\rho),
\tag{39}
\]

since the term \(-2\lambda\ln(\rho/\ell)\) is absent. The potential tends to zero at large distance, even for a wire with a transverse dipole \(\mathbf p\) per length.

### How the limit is approached

Under (32), equation (27) is the double integral of \(nn'K_0(q|\boldsymbol\rho-\boldsymbol\rho'|)\). For a neutral wire the constant in (16) drops out, the term in \(\ln|\boldsymbol\rho-\boldsymbol\rho'|\) gives \(W_0\), and the next term is

\[
W(q)-W_0\approx\frac{q^2}{4}\iint nn'\,|\boldsymbol\rho-\boldsymbol\rho'|^2
\Big[\Lambda(q)+1-\ln\frac{|\boldsymbol\rho-\boldsymbol\rho'|}{\ell}\Big].
\tag{40}
\]

The part with \(\Lambda\) needs the second moment of the pair distance. In \(|\boldsymbol\rho-\boldsymbol\rho'|^2=\rho^2+\rho'^2-2\boldsymbol\rho\cdot\boldsymbol\rho'\) the two squares give integrals proportional to \(\lambda=0\), and the product gives \(-2|\mathbf p|^2\). Hence, to leading order for \(\mathbf p\neq0\),

\[
W(q)-W_0\simeq-\frac{|\mathbf p|^2}{2}\,q^2\ln\frac1{q\ell}.
\tag{41}
\]

The logarithm survives, but multiplied by \(q^2\), and it does no harm.

The limit does not depend on the use of a modulation. If instead the relative axial coordinate is restricted to \(|z|<h\), the lateral interaction is

\[
\int_{-h}^{h}\frac{dz}{\sqrt{\rho^2+z^2}}=2\,{\rm arsinh}\frac h\rho
=2\ln\frac{2h}{\rho}+\frac{\rho^2}{2h^2}+\dots
\tag{42}
\]

Here \(2\ln(2h/\ell)\) takes the place of \(2\Lambda\), and the dependence on \(\rho\) is again \(-2\ln\rho\). A neutral wire has the same limit \(W_0\). With the second moment just found, the first correction is \(\tfrac12(-2|\mathbf p|^2)/(2h^2)=-|\mathbf p|^2/(2h^2)\). For a charged wire the energy per length grows as \(\lambda^2\ln h\). This is physical: each new stretch of the wire is repelled by all the others.

### A wire of two charged columns

Consider a model wire of two parallel Gaussian columns with charges \(+1\) and \(-1\) e/bohr, widths (standard deviations along each lateral direction) 0.6 and 0.9 bohr, and axes at \(x=0\) and \(x=2\) bohr. The lateral cell is a square of side \(L=20\) bohr, \(R=10\) bohr and \(\ell=1\) bohr. Gaussians have tails, so (32) holds to numerical accuracy and not strictly.

Take the positive column alone first. The separation of two points drawn from it is Gaussian with variance \(s^2=2(0.6)^2=0.72\) bohr\(^2\) along each direction. The variable \(y=\rho^2/(2s^2)\) then has the distribution \(e^{-y}\), and the average of \(\ln y\) is \(-\gamma\). Since \(\ln\rho=\tfrac12[\ln(2s^2)+\ln y]\), (34) gives

\[
W_0=-\tfrac12\big[\ln1.44-\gamma\big]=0.1063\ \text{hartree/bohr},
\tag{43}
\]

in agreement with the reciprocal sum, 0.106286. With \(C=\lambda^2=1\) hartree/bohr, (30) predicts \(9.32627+0.10629=9.43256\) hartree/bohr at \(q=10^{-4}\) bohr\(^{-1}\), which is what (29) gives. At small \(q\) the energy rises by \(\ln10\approx2.3026\) hartree/bohr each time \(q\) is reduced tenfold, and it has no limit.

The two columns together behave differently:

| \(q\) (bohr\(^{-1}\)) | neutral \(W\) (hartree/bohr) | positive column \(W\) (hartree/bohr) |
|---|---|---|
| \(10^{-1}\) | 1.224148 | 2.5357 |
| \(10^{-2}\) | 1.266168 | 4.8276 |
| \(10^{-3}\) | 1.267040 | 7.1300 |
| \(10^{-4}\) | 1.267053 | 9.4326 |

The finite row \(v_0\) gives the limit directly, \(W_0=1.267054\) hartree/bohr, or 65.15 eV/Å, and the real-space average (34) agrees. This energy includes the self-energies of the columns. The transverse dipole per length is \((+1)(0)+(-1)(2)=-2\) e, so by (41) the ratio \((W-W_0)/q^2\) should change by \(-\tfrac12(4)\ln10=-4.605\) hartree bohr between \(q=10^{-2}\) and \(10^{-3}\) bohr\(^{-1}\). The computed change is \(-4.604\). Restricting the relative coordinate to \(|z|<1000\) bohr lowers the energy by \(2.0\times10^{-6}\) hartree/bohr, as \(|\mathbf p|^2/(2h^2)\) predicts.

The cancellation in \(C\) takes place between reciprocal vectors. The term \(\mathbf g=0\) is zero, the four shortest nonzero vectors contribute \(+0.102879\) hartree/bohr, and all others contribute \(-0.102879\). At \(q=10^{-4}\) bohr\(^{-1}\) the logarithmic part of the contribution of those four to \(W\) is \(0.1029\times9.326\approx0.96\) hartree/bohr, comparable with \(W_0\) itself. A row in which some elements keep the logarithm and others lose it can be wrong by amounts of this size.

Two bad choices of \(R\) show that neutrality is not enough. With \(R=2\) bohr, the cut passes through the range of distances between opposite charges, while most pairs of like charge remain inside it. Then \(C=0.873\) hartree/bohr, and the energy of the neutral wire diverges upwards. With \(R=19\) bohr, the disc reaches images: a positive axis and the nearest image of the negative axis are 18 bohr apart, whereas images of like charge are 20 bohr apart. The unlike pairs prevail, \(C=-0.941\) hartree/bohr, and the energy diverges downwards. In both cases the slope of \(W\) computed from (13) agrees with the pair count (31). The finite row \(v_0\) would hide these failures, since it returns a finite energy for any \(R\). That energy, however, would depend on \(\ell\): changing \(\ell\) by a factor of ten shifts it by \(C\ln10\). For \(R=10\) bohr the shift is below \(10^{-12}\) hartree/bohr, so varying \(\ell\) in a neutral calculation is an inexpensive first check on \(R\) and \(L\). So small a shift is a property of Gaussian tails. Real electron densities decay exponentially, so in a cell of the same size the shift can be many orders of magnitude larger, and it must be compared with the accuracy wanted. A shift above that level reveals a bad choice, but the absence of a shift does not prove a good one. \(C\) also vanishes when the disc around each point of the wire holds the whole wire and some complete images but cuts through none, because each image is neutral, and the energy then includes the interaction with those images. Condition (32) must therefore be checked as well.

The full set of values is given in the numerical output below.

## Values computed for the example and the checks

```
Lengths in bohr, wavevectors in 1/bohr, kernels in bohr^2
axial integral, rho=2.0, q=0.5: quadrature 0.842049, 2K0 0.842049 (dimensionless)
v(g=0.0, q=0.5), R=10.0: integral 49.24896, formula 49.24896, bare 50.26548
v(g=0.7, q=0.3), R=10.0: integral 20.85824, formula 20.85824, bare 21.66616
v(g=2.0, q=1.2), R=10.0: integral 2.30999, formula 2.30999, bare 2.30999
Lam(q=0.0001) = 9.32627 (dimensionless)
g=0.00000: v(g,0.0001) 4727.272, S 314.1593, v0 -1132.5976
g=0.31416: v(g,0.0001) 965.681, S 56.9231, v0 -96.0791
g=1.00000: v(g,0.0001) 54.027, S 2.7315, v0 3.0780
Cell side 20.0, R 10.0; energies W in hartree/bohr
column: charge +1.0 e/bohr, x 0.0 bohr, width 0.6 bohr
column: charge -1.0 e/bohr, x 2.0 bohr, width 0.9 bohr
neutral W(0): reciprocal 1.26705363, real space 1.26705364
charged finite part, ell=1: 0.10628628, real space 0.10628628
q=1e-01: neutral W 1.22414842, charged W 2.535713
q=1e-02: neutral W 1.26616824, charged W 4.827580
q=1e-03: neutral W 1.26704017, charged W 7.129976
q=1e-04: neutral W 1.26705345, charged W 9.432558
charged rise per decade 2.302582, ln 10 = 2.302585
transverse dipole per length -2.0 e
change of (W(q)-W(0))/q^2 from q=1e-2 to 1e-3: -4.6044, predicted -4.6052 hartree*bohr
Coefficient C of Lam(q) in W, hartree/bohr:
neutral: G_perp=0 0.000000, shortest four 0.102879, all others -0.102879
neutral: |total C| = 1.8e-13
charged: total C = 1.000000
neutral, R=2.0: C from kernel 0.87260, from pair count 0.87260
neutral, R=19.0: C from kernel -0.94066, from pair count -0.94066
ell 1 -> 10 bohr: |shift| neutral 4.2e-13, shift charged 2.302585
segment |z|<1000 bohr: neutral W 1.26705164
potential at x=0.0: reciprocal 2.317965, real space 2.317965 hartree/e
potential at x=2.0: reciprocal -1.481685, real space -1.481685 hartree/e
neutral W(0) = 1.267054 hartree/bohr = 65.1545 eV/angstrom
```
